# Equilibrium Separation of the Partials of a Screw Dislocation in Silicon

## Problem

A perfect screw dislocation in silicon has the Burgers vector $\mathbf b=\tfrac a2[1\bar10]$ and lies on a $(111)$ glide plane. It splits into two Shockley partials joined by a ribbon of intrinsic stacking fault, with energy $\gamma=58$ mJ/m² per unit area. Find the equilibrium separation $d$ of the partials from isotropic linear elasticity.

Take straight, parallel, infinitely long partials in an infinite crystal, with no applied stress and no lattice friction. Use the rough typical values $a=0.543$ nm, $c_{11}=166$ GPa, $c_{12}=64$ GPa and $c_{44}=80$ GPa for the lattice parameter and the cubic elastic constants.

The $z$ axis runs along the dislocation line, $y$ is normal to the glide plane, and $x$ lies in that plane across the line. Both partials have the same line direction. The problem is one of classical elasticity: no $\hbar$ or electron charge enters, so the algebra reads the same in atomic units as in any other consistent set.

## Elastic constants for an isotropic model

The cubic crystal must first be replaced by an isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$. A cubic crystal has five independent shear strains. Three have modulus $c_{44}$ and two have modulus $(c_{11}-c_{12})/2$. Stress is twice the modulus times the shear strain, so the sum of the five moduli is half the trace of the stiffness on the space of shears, which a rotation leaves unchanged. Averaging the stiffness over all orientations therefore gives each shear the mean modulus. This is the Voigt average:

$$\mu=\frac{3c_{44}+2\,(c_{11}-c_{12})/2}{5}=\frac{240+102}{5}=68.40\ \text{GPa}.$$

The bulk modulus $B$ obeys $3B=c_{11}+2c_{12}=294$ GPa and is not changed by the averaging. Hence

$$\nu=\frac{3B-2\mu}{2(3B+\mu)}=\frac{294-136.8}{2(294+68.4)}=0.2169 .$$

## A tempting solution

The dislocation is a pure screw, of length $b=a/\sqrt2=0.3840$ nm. Its two halves share the Burgers vector equally, so each is taken to be a screw of strength $b/2=0.1920$ nm. Two like parallel screws repel with a force per unit length $\mu(b/2)^2/(2\pi d)$, while the fault pulls them together with $\gamma$. Balance gives

$$d=\frac{\mu (b/2)^2}{2\pi\gamma}
=\frac{68.40\times0.1920^2}{2\pi\times0.058}\ \text{nm}=6.92\ \text{nm},$$

where 1 GPa nm = 1 J/m² has been used.

## Where it goes wrong

The force law for screws is correct, and so is the screw strength $b/2$. The fault lies in the step from "the total has no edge component" to "each part has no edge component". The crystal dissociates as

$$\tfrac a2[1\bar10]=\tfrac a6[2\bar1\bar1]+\tfrac a6[1\bar21].$$

The components add to $\tfrac a6[3,-3,0]$, as they must. Each vector on the right is perpendicular to $[111]$, because its components sum to zero, so both partials can glide in the same plane. Each has length

$$b_p=\frac a6\sqrt{4+1+1}=\frac{a}{\sqrt6}=0.2217\ \text{nm}.$$

The angle $\beta$ between the first partial vector and the line follows from

$$\cos\beta=\frac{(2,-1,-1)\cdot(1,-1,0)}{\sqrt6\,\sqrt2}=\frac{3}{\sqrt{12}}=\frac{\sqrt3}{2},$$

so $\beta=30^\circ$; the second gives the same value. The partials are of mixed character:

$$b_s=b_p\cos30^\circ=\tfrac{\sqrt3}{2}b_p=\tfrac b2=0.1920\ \text{nm},\qquad
b_e=b_p\sin30^\circ=\tfrac12 b_p=0.1108\ \text{nm}.$$

The screw parts are equal. The edge parts are $+b_e$ and $-b_e$, since they must cancel in the sum. An interaction, however, depends on the *product* of the two strengths, and that product is $-b_e^2$, not zero. The tempting solution has left out an attraction.

## Right solution

### Stress of each component

**Screw part.** With $\theta$ the polar angle about the line, take $u_z=b_s\theta/2\pi$. One circuit raises $u_z$ by $b_s$. Equilibrium requires $\nabla^2u_z=0$, which $\theta$ satisfies away from the line. With $r^2=x^2+y^2$ and $\partial\theta/\partial y=x/r^2$,

$$\sigma_{yz}=\mu\frac{\partial u_z}{\partial y}=\frac{\mu b_s}{2\pi}\frac{x}{r^2}
\;\xrightarrow{\,y=0\,}\;\frac{\mu b_s}{2\pi x}.$$

**Edge part.** Write $A=1/[2(1-\nu)]$, so that $(1-2\nu)A=1-A$. The displacement is

$$u_x=\frac{b_e}{2\pi}\left[\theta+A\frac{xy}{r^2}\right],\qquad
u_y=-\frac{b_e}{2\pi}\left[\frac{1-A}{2}\ln r^2+\frac A2\,\frac{x^2-y^2}{r^2}\right].$$

One circuit raises $u_x$ by $b_e$ and leaves $u_y$ unchanged, as an edge dislocation requires. The derivatives needed for the shear are

$$\frac{2\pi}{b_e}\frac{\partial u_x}{\partial y}=\frac{x}{r^2}+A\frac{x(x^2-y^2)}{r^4},\qquad
\frac{2\pi}{b_e}\frac{\partial u_y}{\partial x}=-(1-A)\frac{x}{r^2}-2A\frac{xy^2}{r^4}.$$

In their sum the terms without $A$ cancel. What remains is

$$A\frac{x(x^2+y^2)+x(x^2-y^2)-2xy^2}{r^4}=2A\frac{x(x^2-y^2)}{r^4}.$$

Multiplying by $\mu b_e/2\pi$ and setting $D=\mu b_e/[2\pi(1-\nu)]$ gives

$$\sigma_{xy}=D\,\frac{x(x^2-y^2)}{r^4}\;\xrightarrow{\,y=0\,}\;\frac{\mu b_e}{2\pi(1-\nu)x}.$$

It remains to show that this displacement is in equilibrium. Its normal strains are

$$\frac{2\pi}{b_e}\frac{\partial u_x}{\partial x}=-\frac{y}{r^2}+A\frac{y(y^2-x^2)}{r^4},\qquad
\frac{2\pi}{b_e}\frac{\partial u_y}{\partial y}=-(1-A)\frac{y}{r^2}+2A\frac{x^2y}{r^4},$$

and their sum is $-2(1-A)y/r^2$. Hooke's law adds to $2\mu$ times each normal strain the term $2\mu\nu/(1-2\nu)$ times the dilatation, which equals $-2\nu D\,y/r^2$. Collecting terms,

$$\sigma_{xx}=-D\frac{y(3x^2+y^2)}{r^4},\qquad \sigma_{yy}=D\frac{y(x^2-y^2)}{r^4}.$$

These three stresses are $\sigma_{xx}=\partial_y^2\psi$, $\sigma_{yy}=\partial_x^2\psi$ and $\sigma_{xy}=-\partial_x\partial_y\psi$ with $\psi=-D\,y\ln r$. The equilibrium equations then hold identically, for example $\partial_x\partial_y^2\psi-\partial_y\partial_x\partial_y\psi=0$. The total force on a closed circuit is the change of the first derivatives of $\psi$ around it. These are single-valued, so the line carries no net force.

### Force between the partials

Put partial 1 at $x=0$ and partial 2 at $x=d$. Draw the cut of partial 2 to its left. There the upper half of the crystal is displaced by $\mathbf b_2$ relative to the lower half. When partial 2 advances by $\delta x$, a new strip of width $\delta x$ slips by $\mathbf b_2$ under the shear stress of partial 1. This stress does work $(\sigma_{xy}b_{2x}+\sigma_{yz}b_{2z})\,\delta x$ per unit length, and the elastic energy falls by that amount. The glide force per unit length is therefore

$$F=\sigma_{xy}b_{2x}+\sigma_{yz}b_{2z}
=\frac{\mu}{2\pi d}\left[b_s\,b_s+\frac{b_e(-b_e)}{1-\nu}\right]\equiv\frac Cd,$$

$$C=\frac{\mu}{2\pi}\left[b_s^2-\frac{b_e^2}{1-\nu}\right].$$

A positive $F$ pushes partial 2 away from partial 1. The screw parts repel and the edge parts attract. Exchanging the signs of the two edge parts changes nothing, so the elastic force does not depend on the order of the partials. The crystal does distinguish the two orders. For a cut between the closely spaced atomic layers, only one order gives the intrinsic fault; the other would put atoms directly above one another, much closer than a bond length.

### Balance

The self-energies of straight partials in an infinite crystal do not depend on $d$. Integrating $-F$ and adding the fault energy gives, per unit length,

$$E(d)=E_0-C\ln d+\gamma d,\qquad \frac{dE}{dd}=-\frac Cd+\gamma=0\;\Rightarrow\; d=\frac C\gamma .$$

The second derivative is $C/d^2$, which equals $\gamma/d>0$ at the balance point, so the equilibrium is stable. Inserting $b_s^2=\tfrac34b_p^2$ and $b_e^2=\tfrac14b_p^2$,

$$C=\frac{\mu b_p^2}{8\pi}\left[3-\frac1{1-\nu}\right]=\frac{\mu b_p^2}{8\pi}\,\frac{2-3\nu}{1-\nu},$$

$$\boxed{\,d=\frac{\mu b_p^2}{8\pi\gamma}\,\frac{2-3\nu}{1-\nu}\,}$$

### Numbers

The Poisson factor is $(2-3\nu)/(1-\nu)=1.7230$, and

$$d=\frac{68.40\times0.2217^2\times1.7230}{8\pi\times0.058}\ \text{nm}=3.97\ \text{nm}\quad(39.7\ \text{Å}).$$

The same balance in energy units shows what was missed. The screw parts contribute $2.504$ eV/nm to $C$ and the edge parts take away $1.066$ eV/nm, leaving $1.438$ eV/nm. The fault costs $0.3620$ eV/nm², and $1.438/0.3620=3.97$ nm. The edge attraction cancels about 43 percent of the screw repulsion, which is why the tempting answer is too large by a factor of $1.74$.

The force law can be tested without using the force argument. The interaction part of the elastic energy density, built from the displacement fields above, was integrated numerically over a disc of radius 400 nm. The difference between separations of 2 and 6 nm, divided by $\ln3$, gives $C=1.4383$ eV/nm, the same as the formula to the digits shown. Minimising this integrated energy plus $\gamma d$ gives $d=3.973$ nm, also in agreement. The numerical output lists these values.

## Dependence on Poisson's ratio and on line direction

The factor $3-1/(1-\nu)$ decreases as $\nu$ grows, from 2 at $\nu=0$ to 1 at the incompressible limit $\nu=\tfrac12$. With $\mu$ and $\gamma$ held fixed, a larger $\nu$ raises the edge coefficient $\mu/(1-\nu)$, which strengthens the attraction and narrows the ribbon. The coefficient $C$ would vanish at $\nu=\tfrac23$, but a stable isotropic solid has $\nu\le\tfrac12$, so the partials of the screw repel throughout the allowed range.

A perfect *edge* dislocation on the same plane makes a useful second case. Its Burgers vector lies along $x$, and each partial vector is still $30^\circ$ away from it, hence $60^\circ$ from the line. The roles are exchanged: the edge parts are equal, $\tfrac{\sqrt3}2b_p$ each, and the screw parts are $\pm\tfrac12b_p$. The same force law gives

$$C_{\rm edge}=\frac{\mu b_p^2}{8\pi}\left[\frac3{1-\nu}-1\right]=\frac{\mu b_p^2}{8\pi}\,\frac{2+\nu}{1-\nu},\qquad
\frac{d_{\rm edge}}{d_{\rm screw}}=\frac{2+\nu}{2-3\nu}.$$

For $\nu=0.2169$, with $\mu$ and $\gamma$ held fixed, the ratio is about $1.6$; this is the isotropic value, and anisotropic elasticity with the cubic constants of silicon gives about $1.8$. At $\nu=0$ it is 1, because the force then depends on the scalar product $\mathbf b_1\cdot\mathbf b_2=\tfrac12b_p^2$ alone, whatever the line direction.

## How far the number can be trusted

**Choice of average.** Averaging the compliances instead of the stiffnesses gives the Reuss modulus,

$$\frac1{\mu_R}=\frac15\left[\frac3{c_{44}}+\frac{4}{c_{11}-c_{12}}\right],\qquad \mu_R=65.18\ \text{GPa},$$

with $\nu_R=0.2278$. The separation becomes 3.75 nm. The choice of average alone thus shifts the isotropic answer by about 0.2 nm, so even its first decimal is uncertain.

**Anisotropy.** In the cubic crystal itself, solutions of the form $\mathbf u=\mathbf a f(x+py)$ replace the isotropic fields. Define the matrices $Q_{ik}=c_{ixkx}$, $R_{ik}=c_{ixky}$ and $T_{ik}=c_{iyky}$ in the dislocation axes. Equilibrium requires

$$[Q+p(R+R^{T})+p^2T]\,\mathbf a=0,$$

and the traction on the plane $y=0$ is $\mathbf l f'$ with $\mathbf l=(R^T+pT)\mathbf a$. Take the three roots $p_\alpha$ with positive imaginary part, collect the vectors $\mathbf a_\alpha$ and $\mathbf l_\alpha$ as columns of matrices $\mathsf A$ and $\mathsf L$, and superpose

$$\mathbf u=2\,\mathrm{Re}\sum_\alpha \mathbf a_\alpha q_\alpha\frac{\ln(x+p_\alpha y)}{2\pi i}.$$

A circuit adds $2\pi i$ to each logarithm. The Burgers jump requires $2\,\mathrm{Re}(\mathsf A\mathbf q)=\mathbf b$, and zero net force requires $2\,\mathrm{Re}(\mathsf L\mathbf q)=0$. The second condition makes $\mathsf L\mathbf q$ imaginary; write it as $\tfrac i2K\mathbf b$ with $K$ real. Then $\mathbf q=\tfrac i2\mathsf L^{-1}K\mathbf b$, and the first condition gives $K^{-1}=\mathrm{Re}(i\mathsf A\mathsf L^{-1})$. The traction on the glide plane is $K\mathbf b/(2\pi x)$, so the force is $\mathbf b_1\cdot K\mathbf b_2/(2\pi d)$.

The plane normal to $[1\bar10]$ is a mirror plane of the elastic constants, so $K_{xz}=0$ and screw and edge parts do not mix. The results are $K_{zz}=63.87$ GPa, in place of $\mu=68.40$ GPa, and $K_{xx}=86.03$ GPa, in place of $\mu/(1-\nu)=87.34$ GPa. Hence

$$d=\frac{K_{zz}b_s^2-K_{xx}b_e^2}{2\pi\gamma}=3.56\ \text{nm},$$

which is 10.4 percent below the isotropic value. The screw coefficient falls by less than 7 percent. The effect on $d$ is larger because $d$ depends on a difference of two terms, and the edge term hardly changes.

**Fault energy.** At fixed elastic constants $d\propto1/\gamma$. Lowering $\gamma$ by 10 mJ/m² gives 4.80 nm, and raising it by the same amount gives 3.39 nm.

**Applied stress.** A uniform $\sigma_{yz}$ pushes both partials the same way with equal force, because their screw parts are equal. The pair then moves without changing its width, provided both partials have the same mobility; unequal drag on the leading and trailing partials would change the width during the motion. A uniform $\sigma_{xy}=\tau$ pushes the edge parts in opposite directions. With right-handed axes and $z$ along $[1\bar10]$, the order that gives the intrinsic fault in the diamond lattice has $-b_e$ on the right-hand partial, as in the force formula above. The work done on widening is then $-\tau b_ed$, so a positive $\tau$ narrows the ribbon and a negative one widens it, and the balance becomes

$$d=\frac{C}{\gamma+\tau b_e}.$$

For $|\tau|=100$ MPa, $|\tau| b_e=11.1$ mJ/m², and $d$ becomes 4.91 nm or 3.34 nm according to the sign of $\tau$. If $\tau b_e$ reaches $-\gamma$, there is no finite equilibrium separation at all.

**Lattice friction.** Atomic rows along the line are $\tfrac{\sqrt3}2b=0.333$ nm apart in the glide plane. A partial that prefers to lie along such rows cannot take up every separation. Rounding to the nearest allowed width shifts $d$ by up to half a row spacing, about 0.17 nm. Strong friction can hold the pair further from balance, by an amount this model does not supply.

**Temperature.** For a rigid segment of length $L$, the energy near the minimum is $\tfrac12L(\gamma/d)(\delta d)^2$. Setting its thermal mean equal to $\tfrac12k_BT$ gives

$$\delta d_{\rm rms}=\sqrt{\frac{k_BT\,d}{\gamma L}}=0.308\ \text{nm}\quad\text{for } T=1000\ \text{K},\ L=10\ \text{nm}.$$

A Boltzmann average with the full energy $L\,E(d)$ also gives 0.308 nm. Both values ignore the cost of joining the segment to the rest of the line. Two sharp ends of this height would cost of order 1 eV, far above $k_BT$, so the lines bow smoothly instead; a rough line-tension estimate puts the fluctuation of the width averaged over 10 nm nearer 0.22 to 0.25 nm. The figure is an order of magnitude only. A rough softening of $\mu$ by $7\times10^{-5}$ per kelvin between 300 and 1000 K, with $\nu$, $\gamma$ and $a$ held fixed, lowers the equilibrium separation to 3.78 nm; thermal expansion of the lattice would add back about 0.02 nm.

**Cores and surfaces.** The separation is 17.9 times $b_p$, so most of the ribbon lies outside the two cores, where linear elasticity is a reasonable description. The core structure, bending of the lines, nearby free surfaces and any change of $\gamma$ with temperature have not been computed.

## Comparison with real silicon

The elastic constants are rough typical values for silicon, and the given $\gamma$ is of the usual size for its intrinsic fault. A ribbon a few nanometres wide is the scale seen for dissociated dislocations in this material. A closer comparison needs care. If $\gamma$ has itself been deduced from a measured width, putting it back into the same elastic model returns that width and tests nothing; and a $\gamma$ deduced with anisotropic elasticity should not be combined with the isotropic formula, since for the present numbers that mismatch alone would overestimate the measured width by about 12 percent. Real crystals also break the assumption of free glide. Dislocations in silicon are nearly immobile at room temperature, so an observed width may record the stress and temperature at which the partials last moved. For a stress of 100 MPa acting on the edge parts, that could mean 3.3 or 4.9 nm instead of 4.0 nm. A fair statement of the result is that isotropic elasticity gives $d\approx4$ nm, and that anisotropy brings the unstressed equilibrium value closer to 3.6 nm.

## Computed values

```
lattice parameter (rough): 0.543 nm
c11 (rough): 166 GPa
c12 (rough): 64 GPa
c44 (rough): 80 GPa
stacking-fault energy: 58 mJ/m2
stacking-fault energy, converted: 0.3620 eV/nm2
perfect Burgers vector b: 0.3840 nm
partial Burgers vector b_p: 0.2217 nm
screw part b_s of each partial: 0.1920 nm
edge part b_e, magnitude: 0.1108 nm
Voigt shear modulus: 68.40 GPa
Voigt Poisson ratio: 0.2169 (no unit)
factor (2-3nu)/(1-nu): 1.7230 (no unit)
screw repulsion part of C: 2.504 eV/nm
edge attraction part of C: 1.066 eV/nm
coefficient C, formula: 1.4383 eV/nm
coefficient C, energy quadrature: 1.4383 eV/nm
equilibrium separation, formula: 3.973 nm
equilibrium separation, converted: 39.7 angstrom
equilibrium separation, numerical minimum: 3.973 nm
separation over b_p: 17.9 (no unit)
separation if edge parts are ignored: 6.92 nm
Reuss shear modulus: 65.18 GPa
Reuss Poisson ratio: 0.2278 (no unit)
separation with Reuss average: 3.75 nm
anisotropic screw coefficient K_zz: 63.87 GPa
anisotropic edge coefficient K_xx: 86.03 GPa
isotropic edge coefficient mu/(1-nu): 87.34 GPa
separation with anisotropic elasticity: 3.56 nm
change due to anisotropy: -10.4 percent
separation for gamma lower by 10 mJ/m2: 4.80 nm
separation for gamma higher by 10 mJ/m2: 3.39 nm
model stress on the edge parts: 100 MPa
tau b_e: 11.1 mJ/m2
separation, stress widening the fault: 4.91 nm
separation, stress narrowing the fault: 3.34 nm
spacing of atomic rows in the glide plane: 0.333 nm
temperature for thermal estimates: 1000 K
rigid segment length: 10 nm
rms thermal breathing, harmonic: 0.308 nm
rms thermal breathing, Boltzmann average: 0.308 nm
modulus softening (rough): 7 1e-5 per K
separation with softened modulus: 3.78 nm
```
